**Apparent bond shortening from transverse motion: numerical tests**

The program tests the estimate ⟨|r|⟩ − R ≈ s/(2R), where r is the instantaneous Si–O vector, R = |⟨r⟩| is the distance between mean positions, and s is the total relative transverse mean-square displacement. For R = 1.60 Å and s = 0.02 Å² the formula gives 0.00625 Å. Averages of |r| computed from its definition give 0.00622 to 0.00625 Å for independent Gaussian, anisotropic, ring-shaped and rigid-bond motion. The program asserts agreement with the leading term in each case, the size of the first correction for isotropic Gaussian motion, and the near-quadratic fall of the error with s. It also averages over the displacements of both atoms and asserts the value of s for four kinds of correlation; with fixed atomic mean squares the leading shortening runs from 0.0015 to 0.026 Å. Four equal rigid bonds with unequal s show a false spread of 0.0063 Å in apparent length. A Morse stretch solved on a grid gives an anharmonic lengthening of 0.0050 Å, asserted to agree within 2 % with (3/2)a⟨z²⟩, where a is the Morse parameter and ⟨z²⟩ the variance of the stretch.

## Numerical verification

```python
"""
Apparent shortening of a bond by transverse thermal motion.

Result under test:  <|r|> - R  ~  s / (2 R)
  r    instantaneous Si->O vector
  R    |<r>|, distance between the mean atomic positions (apparent length)
  s    total relative transverse mean-square displacement (both axes summed)
  z    relative displacement along the mean bond, rho the transverse one
Averages are evaluated by quadrature from the definition of |r| and compared
with the small-displacement formulas. Lengths in angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq


def normal_nodes(count):
    """Nodes and weights for averages over a standard normal variable."""
    nodes, weights = np.polynomial.hermite_e.hermegauss(count)
    return nodes, weights / weights.sum()


def leading(s, R):
    return s / (2 * R)


R = 1.60
s = 0.02
g, w = normal_nodes(16)

# ---- longitudinal motion: ground state of a Morse stretch -----------------
wavenumber = 1000.0          # cm^-1, rough
morse_a = 2.0                # 1/angstrom, rough
mass_si, mass_o = 28.086, 15.999
mu = mass_si * mass_o / (mass_si + mass_o) * const.atomic_mass
omega = 2 * np.pi * const.c * 100 * wavenumber
length_unit = np.sqrt(const.hbar / (mu * omega)) * 1e10
alpha = morse_a * length_unit
q = np.linspace(-7, 9, 3201)
h = q[1] - q[0]
potential = (1 - np.exp(-alpha * q))**2 / (2 * alpha**2)
_, vec = eigh_tridiagonal(1 / h**2 + potential,
                          np.full(q.size - 1, -0.5 / h**2),
                          select='i', select_range=(0, 0))
prob = vec[:, 0]**2
prob /= prob.sum()
q_mean = prob @ q
z_var = (prob @ (q - q_mean)**2) * length_unit**2
anharmonic_shift = q_mean * length_unit
anharmonic_formula = 1.5 * morse_a * z_var
assert abs(anharmonic_shift / anharmonic_formula - 1) < 0.02
well_depth = mu * omega**2 / (2 * (morse_a * 1e10)**2) / const.e


# ---- independent Gaussian motion, three dimensions ------------------------
def gaussian_shortening(var_x, var_y, var_z):
    x = np.sqrt(var_x) * g[:, None, None]
    y = np.sqrt(var_y) * g[None, :, None]
    z = np.sqrt(var_z) * g[None, None, :]
    weight = w[:, None, None] * w[None, :, None] * w[None, None, :]
    return np.sum(weight * np.sqrt(x**2 + y**2 + (R + z)**2)) - R


estimate = leading(s, R)
gauss = gaussian_shortening(s / 2, s / 2, z_var)
quartic_term = -s**2 / (4 * R**3)
longitudinal_term = s * z_var / (2 * R**3)
assert abs(gauss - estimate) < 5e-5
assert abs(gauss - estimate - quartic_term - longitudinal_term) < 1e-6
aniso = gaussian_shortening(0.9 * s, 0.1 * s, z_var)
assert abs(aniso - estimate) < 1e-4
# the error of the leading formula must fall as the square of s
err_full = gaussian_shortening(s / 2, s / 2, 0) - leading(s, R)
err_half = gaussian_shortening(s / 4, s / 4, 0) - leading(s / 2, R)
error_ratio = err_full / err_half
assert abs(error_ratio - 4) < 0.05

# ---- ring of fixed transverse radius (disorder), same s -------------------
phi = 2 * np.pi * np.arange(12) / 12
ring_vectors = np.stack([np.sqrt(s) * np.cos(phi),
                         np.sqrt(s) * np.sin(phi), np.full(12, R)], axis=1)
ring = (np.linalg.norm(ring_vectors, axis=1).mean()
        - np.linalg.norm(ring_vectors.mean(axis=0)))
assert abs(ring - estimate) < 5e-5


# ---- rigid bond of length L swinging about its mean direction -------------
def rigid_apparent(L, s_total):
    rho2 = s_total / 2 * (g[:, None]**2 + g[None, :]**2)
    return np.sum(w[:, None] * w[None, :] * np.sqrt(L**2 - rho2))


L_true = brentq(lambda L: rigid_apparent(L, s) - R, 1.59, 1.65, xtol=1e-14)
rigid = L_true - R
assert abs(rigid - estimate) < 2e-6      # second-order terms cancel
rho_grid = np.sqrt(s / 2 * (g[:, None]**2 + g[None, :]**2))
tilt = np.sqrt(np.sum(w[:, None] * w[None, :]
                      * np.arcsin(rho_grid / L_true)**2))
assert abs(tilt / (np.sqrt(s) / R) - 1) < 0.01
swap = L_true - rigid_apparent(L_true, s)
assert abs(swap - leading(s, L_true)) < 5e-5

# ---- correlation between the two atoms: average over both atoms -----------
U_o, U_si = 0.016, 0.006     # per-axis mean squares, rough
n, v = normal_nodes(12)


def two_atom_average(corr):
    """Relative transverse mean square and shortening from atomic motions."""
    u_si = np.sqrt(U_si) * n[:, None] * np.ones((1, n.size))
    u_o = np.sqrt(U_o) * (corr * n[:, None]
                          + np.sqrt(max(0.0, 1 - corr**2)) * n[None, :])
    rel = (u_o - u_si).ravel()
    weight = np.outer(v, v).ravel()
    pair_weight = np.outer(weight, weight)
    rho2 = rel[:, None]**2 + rel[None, :]**2
    s_rel = np.sum(pair_weight * rho2)
    return s_rel, np.sum(pair_weight * np.sqrt(R**2 + rho2)) - R


S_o, S_si = 2 * U_o, 2 * U_si
cases = {
    "in phase (lower bound)": (1.0, (np.sqrt(S_o) - np.sqrt(S_si))**2),
    "O riding on Si": (np.sqrt(U_si / U_o), S_o - S_si),
    "independent": (0.0, S_o + S_si),
    "antiphase (upper bound)": (-1.0, (np.sqrt(S_o) + np.sqrt(S_si))**2),
}
case_results = {}
for name, (corr, s_formula) in cases.items():
    s_direct, short_direct = two_atom_average(corr)
    assert abs(s_direct - s_formula) < 1e-10
    assert abs(short_direct - leading(s_formula, R)) < s_formula**2 / (3 * R**3)
    case_results[name] = (s_direct, leading(s_formula, R), short_direct)
s_values = [case_results[name][0] for name in cases]
assert s_values == sorted(s_values)
assert abs(case_results["O riding on Si"][0] - s) < 1e-10

# ---- spurious distortion of a tetrahedron with four equal rigid bonds -----
s_bonds = np.array([0.01, 0.02, 0.02, 0.03])
apparent = np.array([rigid_apparent(L_true, sb) for sb in s_bonds])
assert np.all(abs(apparent - (L_true - leading(s_bonds, L_true))) < 1e-4)
spread = apparent.max() - apparent.min()

# ---- output ---------------------------------------------------------------
print(f"apparent length R                     {R:.2f} A")
print(f"total transverse mean square s        {s:.3f} A^2")
print(f"shortening s/(2R)                     {estimate:.5f} A")
print(f"same in picometres                    {estimate * 100:.3f} pm")
print(f"relative shortening                   {100 * estimate / R:.2f} %")
print(f"corrected mean length                 {R + estimate:.5f} A")
print(f"if s were the value per axis          {leading(2 * s, R):.5f} A")
print(f"rms tilt, rigid bond                  {np.degrees(tilt):.2f} deg")
print(f"rms tilt from sqrt(s)/R               {np.degrees(np.sqrt(s) / R):.2f} deg")
print("Shortening by quadrature:")
print(f"  independent Gaussian motion         {gauss:.6f} A")
print(f"  anisotropic Gaussian, 90:10         {aniso:.6f} A")
print(f"  ring of fixed radius                {ring:.6f} A")
print(f"  rigid bond                          {rigid:.6f} A")
print(f"  rigid, 1.60 A read as true length   {1.60 - rigid_apparent(1.60, s):.6f} A")
print(f"quartic term -s^2/(4R^3)              {quartic_term:.2e} A")
print(f"longitudinal term s<z^2>/(2R^3)       {longitudinal_term:.2e} A")
print(f"error ratio when s is halved          {error_ratio:.3f}")
print(f"per-axis mean squares O, Si           {U_o:.3f}, {U_si:.3f} A^2")
print("Correlation: s (A^2), s/(2R) (A), quadrature (A)")
for name, (s_c, lead_c, direct_c) in case_results.items():
    print(f"  {name:26s} {s_c:.5f}  {lead_c:.5f}  {direct_c:.5f}")
print("Tetrahedron of equal rigid bonds: s (A^2), apparent length (A)")
for sb, length in zip(s_bonds, apparent):
    print(f"  {sb:.2f}  {length:.5f}")
print(f"true length of all four bonds         {L_true:.5f} A")
print(f"spurious spread of lengths            {spread:.5f} A")
print(f"Morse stretch: wavenumber             {wavenumber:.0f} cm^-1")
print(f"Morse stretch: a                      {morse_a:.1f} 1/A")
print(f"Morse stretch: reduced mass           {mu / const.atomic_mass:.3f} u")
print(f"Morse stretch: well depth             {well_depth:.2f} eV")
print(f"longitudinal mean square <z^2>        {z_var:.5f} A^2")
print(f"anharmonic lengthening, numerical     {anharmonic_shift:.5f} A")
print(f"anharmonic lengthening, 1.5 a <z^2>   {anharmonic_formula:.5f} A")
print("all assertions hold")
```

It prints:

```
apparent length R                     1.60 A
total transverse mean square s        0.020 A^2
shortening s/(2R)                     0.00625 A
same in picometres                    0.625 pm
relative shortening                   0.39 %
corrected mean length                 1.60625 A
if s were the value per axis          0.01250 A
rms tilt, rigid bond                  5.06 deg
rms tilt from sqrt(s)/R               5.06 deg
Shortening by quadrature:
  independent Gaussian motion         0.006230 A
  anisotropic Gaussian, 90:10         0.006222 A
  ring of fixed radius                0.006238 A
  rigid bond                          0.006250 A
  rigid, 1.60 A read as true length   0.006275 A
quartic term -s^2/(4R^3)              -2.44e-05 A
longitudinal term s<z^2>/(2R^3)       4.08e-06 A
error ratio when s is halved          3.977
per-axis mean squares O, Si           0.016, 0.006 A^2
Correlation: s (A^2), s/(2R) (A), quadrature (A)
  in phase (lower bound)     0.00481  0.00150  0.00150
  O riding on Si             0.02000  0.00625  0.00623
  independent                0.04400  0.01375  0.01363
  antiphase (upper bound)    0.08319  0.02600  0.02559
Tetrahedron of equal rigid bonds: s (A^2), apparent length (A)
  0.01  1.60313
  0.02  1.60000
  0.02  1.60000
  0.03  1.59686
true length of all four bonds         1.60625 A
spurious spread of lengths            0.00627 A
Morse stretch: wavenumber             1000 cm^-1
Morse stretch: a                      2.0 1/A
Morse stretch: reduced mass           10.193 u
Morse stretch: well depth             4.69 eV
longitudinal mean square <z^2>        0.00167 A^2
anharmonic lengthening, numerical     0.00499 A
anharmonic lengthening, 1.5 a <z^2>   0.00501 A
all assertions hold
```
